\section*{Parameter derivatives of the nonlocal pseudopotential energy for the linear method, part 1}

(Sections cited here and not found follow in the second part.)

\section{Definitions and conventions}

Hartree atomic units are used. The trial function $\Psi(R,p)$ is real, $R=(\mathbf r_1,\dots,\mathbf r_N)$, and
\begin{equation}
\Psi_k=\frac{\partial\Psi}{\partial p_k},\qquad g_k(R)=\frac{\Psi_k(R)}{\Psi(R)}=\partial_k\ln|\Psi(R)| .
\end{equation}
The sampled configuration obeys $\Psi(R)\neq0$. A semilocal effective core potential on centre $I$ is split into a local channel, which is a multiplicative potential, and
\begin{equation}
V_{\rm NL}=\sum_{i,I}\sum_{l=0}^{l_{\max}} v_l^I(r_{iI})\sum_{m}|lm\rangle\langle lm| ,
\end{equation}
where $v_l^I$ is the channel potential minus the local one, $r_{iI}=|\mathbf r_i-\mathbf R_I|$, and the projector acts on the direction $\hat{\mathbf r}_{iI}$ of electron $i$ at fixed $r_{iI}$. The $Y_{lm}$ are real and normalised to one on the sphere. A quadrature rule is a set of unit vectors $\mathbf n_q$ and weights with $\sum_q w_q=1$; it has degree $L$ if $\sum_q w_qF(\mathbf n_q)=\int F\,d\Omega/4\pi$ for every $F$ spanned by harmonics with $\lambda\le L$. The displaced configuration $R_q$ is $R$ with $\mathbf r_i$ replaced by $\mathbf R_I+r_{iI}\mathbf n_q$; below, $q$ stands for the triple (electron, centre, point).

The assumption that carries the derivation is that $v_l^I$, $\mathbf R_I$, $\mathbf n_q$ and $w_q$ do not depend on $p$. Jastrow, orbital and determinant coefficients satisfy it. Nuclear positions do not, and forces need further terms.

\section{The nonlocal local energy}

The projector has the kernel $K_l(\mathbf a,\mathbf b)=\sum_mY_{lm}(\mathbf a)Y_{lm}(\mathbf b)$. A rotation mixes the $Y_{lm}$ of one $l$ by an orthogonal matrix, so $K_l$ depends on $\mathbf a\cdot\mathbf b$ alone. As a function of $\mathbf a$ it is a harmonic of degree $l$ with axial symmetry about $\mathbf b$, hence $K_l=\alpha_lP_l(\mathbf a\cdot\mathbf b)$. At $\mathbf a=\mathbf b$, $P_l(1)=1$, and integrating $\sum_mY_{lm}^2$ over the sphere gives $4\pi\alpha_l=2l+1$. Therefore
\begin{equation}
\frac{V_{\rm NL}\Psi}{\Psi}=\sum_{i,I,l}(2l+1)\,v_l^I(r_{iI})\int\frac{d\Omega'}{4\pi}\,P_l(\hat{\mathbf r}_{iI}\cdot\mathbf n')\,\frac{\Psi(R')}{\Psi(R)} .
\label{exact}
\end{equation}
The $4\pi$ is absorbed by weights that sum to one, and the quadrature estimator is
\begin{align}
E_{\rm NL}(R,p)&=\sum_q c_q\rho_q,\qquad \rho_q=\frac{\Psi(R_q)}{\Psi(R)},\label{enl}\\
c_q&=w_q\sum_l(2l+1)\,v_l^I(r_{iI})\,P_l(\cos\theta_q),\qquad \cos\theta_q=\hat{\mathbf r}_{iI}\cdot\mathbf n_q .\label{cq}
\end{align}
All dependence on $p$ sits in $\rho_q$. At fixed orientation the rule defines a linear operator $(\tilde Vf)(R)=\sum_qc_qf(R_q)$, and $E_{\rm NL}=\tilde V\Psi/\Psi$.

\section{What the linear method needs}

The linear method diagonalises $H$ in the basis $\bar\Psi_0=\Psi$, $\bar\Psi_k=\Psi_k-\langle g_k\rangle\Psi$, where $\langle\cdot\rangle$ is the average over the sample drawn from $\Psi^2$ and the numbers $\langle g_k\rangle$ are constants. With $\bar g_0=1$ and $\bar g_k=g_k-\langle g_k\rangle$, the estimators are
\begin{equation}
S_{ij}=\langle\bar g_i\bar g_j\rangle,\qquad H_{ij}=\Big\langle\bar g_i\,\frac{H\bar\Psi_j}{\Psi}\Big\rangle ,
\end{equation}
and the lowest solution of $Ha=ESa$ gives the step $\Delta p_k=a_k/a_0$ to first order. Differentiate $H\Psi=E_L\Psi$, which defines the local energy $E_L$. Since $\partial_kH=0$,
\begin{equation}
H\Psi_k=(\partial_kE_L)\Psi+E_L\Psi_k\quad\Rightarrow\quad \frac{H\bar\Psi_k}{\Psi}=\partial_kE_L+g_kE_L-\langle g_k\rangle E_L=\partial_kE_L+\bar g_kE_L .
\end{equation}
For $i,j\ge1$ this gives
\begin{align}
H_{00}&=\langle E_L\rangle, & H_{i0}&=\langle\bar g_iE_L\rangle,\nonumber\\
H_{0j}&=\langle\bar g_jE_L\rangle+\langle\partial_jE_L\rangle, & H_{ij}&=\langle\bar g_i\bar g_jE_L\rangle+\langle\bar g_i\,\partial_jE_L\rangle .\label{hmat}
\end{align}
A multiplicative potential contributes nothing to $\partial_jE_L$. The kinetic energy and $V_{\rm NL}$ do.

\section{The derivative}

The quotient rule, followed by $\Psi_k=g_k\Psi$ at each of the two configurations, gives
\begin{equation}
\partial_k\rho_q=\frac{\Psi_k(R_q)}{\Psi(R)}-\frac{\Psi(R_q)\Psi_k(R)}{\Psi(R)^2}=\rho_q\,g_k(R_q)-\rho_q\,g_k(R).
\label{drho}
\end{equation}
The sum (\ref{enl}) is finite and $c_q$ is independent of $p$, so
\begin{equation}
\partial_kE_{\rm NL}=\sum_qc_q\,\rho_q\,\big[g_k(R_q)-g_k(R)\big].
\label{main}
\end{equation}
The second term is $-g_k(R)E_{\rm NL}$. Moving it to the left,
\begin{equation}
\partial_kE_{\rm NL}+g_kE_{\rm NL}=\sum_qc_q\frac{\Psi_k(R_q)}{\Psi(R)}=\frac{\tilde V\Psi_k}{\Psi},
\label{vpsik}
\end{equation}
which is the nonlocal part of $H\Psi_k/\Psi$, provided both terms on the left use the same points. The ratio $\rho_q$ keeps its sign, while $g_k$ is insensitive to the sign of $\Psi$.

Two qualifications belong to (\ref{main}). It is the derivative of the estimator (\ref{enl}) at fixed orientation, and equals the derivative of (\ref{exact}) under the conditions of Section~\ref{quad}. It also uses $\Psi_k(R_q)=g_k(R_q)\Psi(R_q)$, which fails where $\Psi(R_q)=0$ and $\Psi_k(R_q)\neq0$, as for a parameter that moves the node; there $\rho_qg_k(R_q)$ has the form $0\cdot\infty$ and means the finite ratio $\Psi_k(R_q)/\Psi(R)$ of (\ref{drho}). For a Jastrow parameter $g_k=\partial_kJ$ stays finite at a displaced node, and the term is zero.

Two limits check the structure. A normalisation $\Psi\to N(p)\Psi$ adds the constant $\partial_k\ln N$ to $g_k$ at both configurations and drops out. If the rule has sufficient degree, $\Psi$ is a one-electron function of pure angular momentum $l$ about a single centre and $\Psi_k$ has pure $l'$, then $E_{\rm NL}=v_l$, $\tilde V\Psi_k=v_{l'}\Psi_k$, and (\ref{vpsik}) gives
\begin{equation}
\partial_kE_{\rm NL}=(v_{l'}-v_l)\,g_k .
\label{purel}
\end{equation}
The derivative measures how the parameter moves weight between channels of different strength.

\section{One-electron updates for a Slater--Jastrow function}

Let $\Psi=D^\uparrow D^\downarrow e^J$ with $J=\sum_{i<j}u(r_{ij})+\sum_i\xi(\mathbf r_i)$. Moving electron $i$ to $\mathbf r'$ changes the terms that contain $i$:
\begin{equation}
\Delta J=\sum_{j\neq i}\big[u(|\mathbf r'-\mathbf r_j|)-u(r_{ij})\big]+\xi(\mathbf r')-\xi(\mathbf r_i).
\end{equation}
For a Jastrow parameter $g_k=\partial_kJ$, so the bracket in (\ref{main}) is $\partial_k\Delta J$, at a cost of order $N$ per point for a pair term. If $\xi$ depends on $|\mathbf r-\mathbf R_I|$ alone, the displacement about the same centre $I$ leaves its argument unchanged, and its parameters receive zero from the projectors of $I$, point by point and for any rule. About another centre the argument changes and the difference survives.

For the determinant of the spin of $i$, let $A_{ij}=\phi_j(\mathbf r_i)$, $B=A^{-1}$, and let $\phi'$ be the column of values $\phi_j(\mathbf r')$. Expanding the displaced determinant along row $i$ gives $\sum_j\phi'_j\,{\rm cof}_{ij}$, with cofactors that do not involve row $i$, and $B_{ji}={\rm cof}_{ij}/\det A$. Hence $\rho^D=\phi'^{T}Be_i$, with $e_i$ the unit column. Differentiating $AB=1$ gives $\partial_kB=-B(\partial_kA)B$, so
\begin{equation}
\partial_k\rho^D=(\partial_k\phi')^{T}Be_i-\phi'^{T}B(\partial_kA)Be_i .
\label{ddet}
\end{equation}
At $\mathbf r'=\mathbf r_i$ one has $\phi'^{T}=e_i^TA$ and $(\partial_k\phi')^T=e_i^T\partial_kA$, so $\rho^D=1$ and the two terms cancel, as they must. The determinant of the other spin cancels from the ratio. With $\rho=\rho^De^{\Delta J}$,
\begin{equation}
\partial_k\rho=e^{\Delta J}\big(\partial_k\rho^D+\rho^D\,\partial_k\Delta J\big),\qquad \partial_kE_{\rm NL}=\sum_qc_q\,\partial_k\rho_q .
\label{fast}
\end{equation}
This form needs the inverse at $R$ alone and contains no division by $\rho$, so it stays finite at a displaced node. The column $B(\partial_kA)Be_i$ is built once per electron and parameter and reused for every point. For the mixing $\phi_n\to\phi_n+\kappa\chi$, $\partial_\kappa A=xe_n^T$ with $x_i=\chi(\mathbf r_i)$, and $(\partial_\kappa\phi')^T=\chi(\mathbf r')e_n^T$, so
\begin{equation}
\partial_\kappa\rho^D=B_{ni}\big[\chi(\mathbf r')-\phi'^{T}Bx\big].
\label{kap}
\end{equation}
The value at $R$ follows from $\partial\det A=\sum_{ij}{\rm cof}_{ij}\,\partial A_{ij}$, which gives $g_k=\sum_\sigma{\rm tr}(B^\sigma\partial_kA^\sigma)$.

\section{Degree and orientation of the rule}\label{quad}

If $\Psi(R')$, as a function of $\mathbf n'$, contains harmonics up to $\lambda$, it is a polynomial of degree $\lambda$ on the sphere and its product with $P_l$ has degree $l+\lambda$. Thus $l_{\max}+\lambda\le L$ suffices for $E_{\rm NL}$, and by (\ref{vpsik}) the derivative is exact if in addition $l_{\max}+\lambda_k\le L$, where $\lambda_k$ refers to $\Psi_k$.

The degree of an equal-weight rule follows from the kernel: $\sum_{qq'}P_\lambda(\mathbf n_q\cdot\mathbf n_{q'})=\frac{4\pi}{2\lambda+1}\sum_\mu\big[\sum_qY_{\lambda\mu}(\mathbf n_q)\big]^2$, so all harmonics of degree $\lambda>0$ sum to zero if and only if the left side vanishes. Odd $\lambda$ vanish for inversion-symmetric rules. Seen from any vertex, the octahedron has cosines $\pm1$ and four times $0$: $P_2$ sums to $2+4(-\frac12)=0$ and $P_4$ to $2+4(\frac38)\neq0$, so $L=3$. The icosahedron has $\pm1$ and ten times $\pm1/\sqrt5$, where $P_2=P_4=-\frac15$ and $P_6=\frac{41}{125}$: the sums are $0$, $0$ and nonzero, so $L=5$.

A rule can be sufficient for the energy and fail for the derivative. Take one electron, constant $(v_0,v_1,v_2)=(2,-1,0.5)$ Ha, $\Psi=e^{-r^2/2}$ and $\Psi_3=f_3\Psi$ with $f_3=3z^2-r^2$. At $\mathbf r=(0.3,0.2,0.9)$ bohr, $f_3=2.43-0.94=1.49$ and (\ref{purel}) gives $(0.5-2)(1.49)=-2.235$. The octahedron along the axes handles $\Psi$ (degree $2+0$) and returns $E_{\rm NL}=2$ Ha, but $\Psi_3$ needs degree 4. In place of $\int Y_{20}^2\,d\Omega=1$ it yields $5\,[2+4(\frac14)]/6=\frac52$, while the products of $Y_{20}$ with the other $Y_{lm}$, $l\le2$, sum to zero on these points. The derivative becomes $(\frac52\cdot0.5-2)(1.49)=-1.1175$, half the correct value. The computed values are $-2.235$ (icosahedron) and $-1.1175$ (octahedron).

A pair Jastrow factor, or a one-body term or orbital on another centre, in general has no finite $\lambda$. The remedy is a rotation $U$ drawn uniformly from the rotation group, independently of $p$. Each $U\mathbf n_q$ is then uniform on the sphere, so for any integrable $F$
\begin{equation}
\mathbb E_U\sum_qw_qF(U\mathbf n_q)=\sum_qw_q\int\frac{d\Omega}{4\pi}F=\int\frac{d\Omega}{4\pi}F .
\end{equation}
Both (\ref{enl}) and (\ref{main}) have this form, with $F$ containing the Legendre factor, and so do the entries (\ref{hmat}) at fixed configurations, since $\bar g_i$ does not involve the rule. The eigenvector is a nonlinear function of the entries and is not covered by this argument.

\section{Hermiticity and the energy gradient}

Multiply (\ref{vpsik}) by $\Psi^2$ and integrate. In the limit of an infinite sample,
\begin{equation}
\langle\partial_kE_{\rm NL}\rangle=\frac{\langle\Psi|\tilde V|\Psi_k\rangle-\langle\Psi_k|\tilde V|\Psi\rangle}{\langle\Psi|\Psi\rangle},
\end{equation}
which vanishes when $\tilde V$ acts as the symmetric $V_{\rm NL}$, either through sufficient degree or after the rotation average. Differentiating $\langle E_{\rm NL}\rangle=\int\Psi^2E_{\rm NL}/\int\Psi^2$ with $\partial_k\Psi^2=2g_k\Psi^2$ gives
\begin{equation}
\partial_k\langle E_{\rm NL}\rangle=\langle\partial_kE_{\rm NL}\rangle+2\langle g_kE_{\rm NL}\rangle-2\langle g_k\rangle\langle E_{\rm NL}\rangle ,
\end{equation}
which then reduces to $2\langle\bar g_kE_{\rm NL}\rangle$. The gradient can do without (\ref{main}); the block $H_{ij}$ cannot, because there the derivative is weighted by $\bar g_i$.

A space-fixed rule need not be symmetric. Inserting $K_l$ into $c_q$, its angular matrix at radius $r$ is
\begin{equation}
\langle lm|\tilde V|l'm'\rangle=v_l(r)\,Q_{lm,l'm'},\qquad Q_{lm,l'm'}=4\pi\sum_qw_qY_{lm}(\mathbf n_q)Y_{l'm'}(\mathbf n_q),
\end{equation}
with $v_l=0$ for $l>l_{\max}$. $Q$ is symmetric, so the matrix minus its transpose is $(v_l-v_{l'})Q_{lm,l'm'}$, which can be nonzero once $l+l'>L$. The test case is $\Psi=e^{-|\mathbf r-d\hat{\mathbf z}|^2/2}$ with $d=1$ bohr and potentials $v_le^{-r^2}$, for which $g_d=z-d$ and $\rho_q=e^{d(z_q-z)}$, integrated on deterministic grids. A dense rule gives $\langle\partial_dE_{\rm NL}\rangle$ zero to rounding, and $2\langle\bar g_dE_{\rm NL}\rangle=-0.509907$ Ha/bohr equals the finite-difference gradient. The fixed octahedron gives $\langle\partial_dE_{\rm NL}\rangle=3.12\times10^{-4}$ Ha/bohr and $2\langle\bar g_dE_{\rm NL}\rangle=-0.507403$ Ha/bohr, off by $0.5\%$ of the dense value. That shift, $0.0025$ Ha/bohr, is eight times the asymmetry term, so a small $\langle\partial_kE_{\rm NL}\rangle$ does not certify the rule.

This part has derived the parameter derivative of the nonlocal energy estimator, its one-electron update form, and the effect of the quadrature rule on its accuracy and on hermiticity. What remains is the zero-variance property on a finite sample, the behaviour near a node, and a worked example for the strontium atom.
